# Which dielectric function controls self-consistent-field convergence? A referee's comment

**The argument under review.** The manuscript reasons in three steps. A self-consistent-field cycle converges slowly in a metal because a small error in the density produces a large screening response. The strength of screening is the static dielectric function $\epsilon_{\rm tc}$, which describes the potential felt by a test charge and can be measured. Therefore simple mixing with step $\alpha$ converges when $0<\alpha\,\epsilon_{\rm tc}<2$, and the ideal preconditioner is $1/\epsilon_{\rm tc}$.

The first step is sound for long density waves. The second names one of two different screening functions, and the conclusion needs the other one. I set out the correct analysis below and then return to the manuscript's two recommendations.

## 1. What one cycle does to an error

I use Hartree atomic units, static response and a spin-unpolarized Kohn-Sham system whose exchange-correlation potential is a functional of the density. From an input density $n$ the cycle builds $v_{\rm KS}=v_{\rm ext}+v_{\rm H}[n]+v_{\rm xc}[n]$, solves for the orbitals and returns an output density $F[n]$. The solution satisfies $n_*=F[n_*]$. The electron number is fixed, so density changes integrate to zero and constant shifts of the potential are left out.

Let $n=n_*+e$ with $e$ small. The potential changes by

$$\delta v_{\rm KS}=(v+f_{\rm xc})\,e\equiv Ke ,\qquad f_{\rm xc}=\frac{\delta v_{\rm xc}}{\delta n},$$

where $v$ is the Coulomb interaction. The output density changes by $\chi_0\,\delta v_{\rm KS}$, with $\chi_0$ the response of the non-interacting Kohn-Sham electrons. Linear mixing, $n_{\rm next}=n+\alpha(F[n]-n)$, then gives

$$e_{\rm next}=e+\alpha(\chi_0Ke-e)=(1-\alpha J)\,e,\qquad J=1-\chi_0(v+f_{\rm xc}).$$

The operator that multiplies the error is $J$. It contains $f_{\rm xc}$ because the cycle updates $v_{\rm xc}$ as well as the Hartree potential.

The eigenvalues of $J$ are real. A potential that is raised somewhere repels electrons from there, so $A=-\chi_0$ is a positive operator; I take it to be invertible on the finite space of density changes used. Then

$$J=1+AK=A^{1/2}\left(1+A^{1/2}KA^{1/2}\right)A^{-1/2},$$

and the bracket is symmetric because $A$ and $K$ are. Small errors die out if $|1-\alpha\lambda|<1$, that is $0<\alpha\lambda<2$, for every eigenvalue $\lambda$ of $J$. They grow if $|1-\alpha\lambda|>1$ for some $\lambda$. This is a local statement and says nothing about a poor starting density.

The sign of $\lambda$ also has an energetic meaning. The Euler equation for the non-interacting kinetic energy is $\delta T_s/\delta n=\mu-v_{\rm KS}$. Differentiating once more gives $\delta^2T_s/\delta n^2=-\chi_0^{-1}=A^{-1}$, and the second variation of the total energy is $A^{-1}+K$. Multiplying by $A^{1/2}$ on both sides gives the bracket above. So all $\lambda>0$ means that the solution is a local energy minimum against density changes of this kind, and a small enough positive $\alpha$ then converges.

## 2. Two observers of the same screening

Now apply a weak external potential $\delta v_{\rm ext}$ and let the system reach self-consistency. The density changes by $\delta n=\chi\,\delta v_{\rm ext}$, where $\chi$ is the interacting response.

A classical test charge feels the external and the Hartree potential:

$$\delta v_{\rm ext}+v\,\delta n=(1+v\chi)\,\delta v_{\rm ext}=\epsilon_{\rm tc}^{-1}\,\delta v_{\rm ext}.$$

A Kohn-Sham electron feels the exchange-correlation change too. From $\delta v_{\rm KS}=\delta v_{\rm ext}+K\chi_0\,\delta v_{\rm KS}$ it follows that

$$\delta v_{\rm KS}=(1-K\chi_0)^{-1}\,\delta v_{\rm ext}.$$

Since $\chi_0$ and $K$ are symmetric, $1-K\chi_0$ is the transpose of $J$ and has the same eigenvalues. The manuscript is thus right that a dielectric function governs convergence, but it is the one seen by the electrons.

To connect the two, write the density response as $\delta n=\chi_0(\delta v_{\rm ext}+K\delta n)$, which means $\chi=\chi_0+\chi_0K\chi$. Collecting $\chi$ on the left gives $J\chi=\chi_0$, so $\chi=J^{-1}\chi_0$. Then

$$1+\chi v=J^{-1}(J+\chi_0v)=J^{-1}(1-\chi_0v-\chi_0f_{\rm xc}+\chi_0v)=J^{-1}(1-\chi_0f_{\rm xc}).$$

Solving for $J$,

$$J=(1-\chi_0f_{\rm xc})\,(1+\chi v)^{-1}.$$

The last factor is the transpose of $\epsilon_{\rm tc}$. The order of the factors matters in a non-uniform system, where the operators do not commute. If $f_{\rm xc}=0$ the first factor is unity and the manuscript's claim holds.

There is a further gap when $\epsilon_{\rm tc}$ is taken from a measurement. The $\chi$ in this identity belongs to the functional used in the calculation, whereas the measured response belongs to the real system.

## 3. Jellium decides the question

In the uniform electron gas with a fixed neutralizing background, each plane wave of wave number $q$ is an eigenfunction of all these operators. They become numbers, and

$$\epsilon_{\rm tc}(q)=\frac{J(q)}{1-f_{\rm xc}\chi_0(q)},\qquad v=\frac{4\pi}{q^2}.$$

With $x=q/2k_F$, the non-interacting response is the Lindhard function

$$\chi_0(q)=-\frac{k_F}{\pi^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right].$$

I use the local density approximation, in which $f_{\rm xc}$ is a negative number independent of $q$. Hence $f_{\rm xc}\chi_0>0$ and the denominator is below one.

**Long waves.** As $q\to0$ the square bracket tends to one and $\chi_0\to-k_F/\pi^2$. The Coulomb term dominates $J$:

$$J\simeq\frac{4k_F}{\pi q^2},\qquad \epsilon_{\rm tc}\simeq\frac{4k_F}{\pi q^2}\,\frac{1}{1+f_{\rm xc}k_F/\pi^2}.$$

Both diverge as $1/q^2$, except at the density where the last denominator vanishes and $\epsilon_{\rm tc}$ grows faster. This is the familiar charge sloshing, and here the manuscript's intuition is correct. One might expect $f_{\rm xc}$ to be negligible beside the diverging $v$. In $J$ it is, but in $\epsilon_{\rm tc}$ it survives as a constant factor.

That factor is a ratio of compressibilities. The inverse compressibility is $n^2$ times the second density derivative of the energy per volume, with the Hartree energy cancelled by the background. The kinetic part is $t=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}$, so

$$t''=\tfrac13(3\pi^2)^{2/3}n^{-1/3}=\frac{k_F^2}{3n}=\frac{\pi^2}{k_F},$$

where $k_F^3=3\pi^2n$ was used. The exchange-correlation part adds $f_{\rm xc}$. With $\kappa_0$ the compressibility of free electrons,

$$\frac{\kappa_0}{\kappa}=\frac{t''+f_{\rm xc}}{t''}=1+\frac{f_{\rm xc}k_F}{\pi^2}.$$

With Dirac exchange and Perdew-Wang correlation this ratio vanishes at $r_s=5.25$ bohr. In more dilute jellium it is negative, and so is $\epsilon_{\rm tc}$ at small $q$.

A negative $\epsilon_{\rm tc}$ does not signal an instability here. Since $\chi=\chi_0/J$, a positive $J$ gives $\chi<0$ and therefore $1/\epsilon_{\rm tc}=1+v\chi<1$. This permits $\epsilon_{\rm tc}>1$ and also $\epsilon_{\rm tc}<0$. The test charge is overscreened, while the density wave still costs energy because the background does not follow it.

**Short waves.** For $q\gg2k_F$ the response $\chi_0$ falls as $1/q^2$, and both functions tend to one, from opposite sides. In $J-1=-(v+f_{\rm xc})\chi_0$ the constant $f_{\rm xc}$ outlasts $v$, so $J$ approaches one from below. In $\epsilon_{\rm tc}-1=-v\chi_0/(1-f_{\rm xc}\chi_0)$ the numerator carries $v$ alone, and the approach is from above. The sign for $J$ rests on the local approximation, since a $q$-dependent $f_{\rm xc}$ may behave differently at large $q$.

## 4. Numbers for the mixing step

Take a density wave with $q=0.3\,k_F$. At $r_s=5$ bohr the inputs are $v=947.73$ and $f_{\rm xc}=-24.383$ hartree bohr$^3$, with $\chi_0=-0.038597$ in the inverse unit. Then

$$J=1+(947.73-24.383)(0.038597)=36.64,$$

$$1-f_{\rm xc}\chi_0=1-(24.383)(0.038597)=0.0589,\qquad \epsilon_{\rm tc}=\frac{36.64}{0.0589}\approx622.$$

Exchange and correlation change $J$ by less than three per cent from its Hartree-only value, $1-v\chi_0=37.58$, yet they raise $\epsilon_{\rm tc}$ from the same Hartree-only value by a factor of about 16.6. Because the divisor is small, $\epsilon_{\rm tc}$ depends on the correlation fit: Perdew-Zunger correlation gives 648 in place of 622, while $J$ stays at 36.64. The same arithmetic at three densities gives:

| $r_s$ (bohr) | $J$ | $\epsilon_{\rm tc}$ | $2/J$ | $2/\epsilon_{\rm tc}$ |
|---|---|---|---|---|
| 2 | 15.3 | 23.6 | 0.131 | 0.085 |
| 5 | 36.6 | 622 | 0.055 | 0.0032 |
| 6 | 43.7 | −294 | 0.046 | −0.0068 |

These values were tested on an explicit Kohn-Sham cycle for three-dimensional jellium with density waves along one axis. One pass from a slightly disturbed density gave $J$, and the converged response to a weak external wave gave both screening functions. They agree with the formulas to the digits shown. With exchange and correlation switched off at $r_s=5$ bohr, the measured $J$ and $\epsilon_{\rm tc}$ coincide at 37.58, which confirms that $f_{\rm xc}$ causes the difference.

In a periodic cell long enough that $v+f_{\rm xc}>0$ for its longest wave, that wave sets the limit on $\alpha$. As $q$ grows, $v$ and $|\chi_0|$ both fall, so $J$ falls as long as $v+f_{\rm xc}>0$; where $v+f_{\rm xc}<0$, $J$ is below one. The cell used here has the length of the wave in the table, so $2/J$ is its step limit.

Mixing runs with $\alpha=1.9/J$ multiplied the error by $-0.90$ per cycle at all three densities, and runs with $\alpha=2.1/J$ multiplied it by $-1.10$. These are the values of $1-\alpha J$. At $r_s=2$ bohr the convergent step was $1.9/15.3=0.124$, above the manuscript's limit of 0.085. At $r_s=5$ bohr the manuscript's limit is too small by a factor of 17. At $r_s=6$ bohr it forbids every positive step, although the run with $\alpha=1.9/43.7=0.043$ converged. A negative step would make $1-\alpha J$ larger than one, and the error would grow.

The smallest $J$ found on a grid of $q$ from about $0.01\,k_F$ to $8\,k_F$ was 0.96, 0.89 and 0.87 for the three densities. The uniform state is therefore stable on that grid even where $\epsilon_{\rm tc}<0$.

## 5. The proposed preconditioner

The second recommendation is to multiply the density residual $F[n]-n$ by the inverse test-charge function. For densities the operator is $P=1+\chi v$, and the error obeys $e_{\rm next}=(1-PJ)e$. Inserting the result of section 2,

$$1-PJ=1-J^{-1}(1-\chi_0f_{\rm xc})J=J^{-1}(\chi_0f_{\rm xc})J .$$

The error factors are thus the eigenvalues of $\chi_0f_{\rm xc}$. The preconditioner removes the Coulomb part entirely and leaves the exchange-correlation feedback undamped. In jellium the factor is $f_{\rm xc}\chi_0(q)$. The runs gave 0.353, 0.941 and 1.149 at $r_s=2$, 5 and 6 bohr. The last one diverges: the test-charge function, computed without error for the functional in use, drives the cycle away from a stable solution.

Compare the Hartree-only, or random-phase, function $1-v\chi_0$ as preconditioner in jellium:

$$1-\frac{J}{1-v\chi_0}=\frac{(1-v\chi_0)-(1-v\chi_0-f_{\rm xc}\chi_0)}{1-v\chi_0}=\frac{f_{\rm xc}\chi_0}{1-v\chi_0}.$$

The same feedback is now divided by a large number. At $r_s=5$ bohr the factor is $0.941/37.58=0.025$, and the runs gave between 0.023 and 0.026 at the three densities. To reduce the error of this one wave by $10^{6}$ at $r_s=5$ bohr, a factor of 0.025 needs 4 cycles and a factor of 0.941 needs 228.

The random-phase factor is positive, and it is below one wherever $J>0$, because $J$ equals $1-v\chi_0$ times one minus this factor. It is less favourable for waves with $q$ comparable to $2k_F$, where $1-v\chi_0$ is no longer large; for $q\gg2k_F$ it falls again because $\chi_0$ does. At $r_s=5$ bohr its largest value is about 0.37, near $q=1.8\,k_F$, so a reduction of all waves by $10^{6}$ takes about 14 cycles, not 4. For long waves, leaving $f_{\rm xc}$ out of the preconditioner is a mild approximation to $J$; putting it in through $\epsilon_{\rm tc}$ can be a severe one, since there it enters as a divisor that can vanish.

## 6. Does the distinction survive in a non-uniform system?

The authors might reply that jellium is special. I therefore considered an electron gas with the mean density of $r_s=5$ bohr in a Kohn-Sham potential $0.015\cos qz+0.005\cos2qz$ hartree. The external potential was chosen so that the resulting density is self-consistent. This density varies between 0.62 and 1.21 times its mean. The analysis covers density changes that share its period and its mirror symmetry in $z$.

The matrices $J$, $\chi_0$ and $\chi$ were obtained from separate finite differences. They satisfy $J(1+\chi v)=1-\chi_0f_{\rm xc}$ with a largest deviation of about $10^{-9}$ in any element. The eigenvalues of $J$ run from 0.886 to 35.5; a larger plane-wave basis lowers the smallest to 0.884 and leaves the largest unchanged. Starting from the eigenvector of the largest one, mixing with 1.9 and 2.1 divided by that eigenvalue gave error factors of $-0.90$ and $-1.10$, as in jellium.

Both ends of this spectrum matter for plain mixing. The best single step makes the two extreme factors equal and opposite, $1-\alpha\lambda_{\min}=-(1-\alpha\lambda_{\max})$, so $\alpha=2/(\lambda_{\min}+\lambda_{\max})$. The slowest error is then multiplied in each cycle by

$$\frac{\lambda_{\max}-\lambda_{\min}}{\lambda_{\max}+\lambda_{\min}}=\frac{35.511-0.886}{35.511+0.886}=0.951,$$

which means about 280 cycles for a reduction by $10^{6}$. This estimate follows from the spectrum and was not run. It holds for a cycle that enforces the mirror symmetry. Density changes odd in $z$ have their own eigenvalues, and here the largest of them is 37.2, above $\lambda_{\min}+\lambda_{\max}=36.4$. Without the symmetry the step $\alpha=0.055$ multiplies that mode by $-1.04$ per cycle, and the step must stay below $2/37.2=0.054$.

The smallest eigenvalue of $1+\chi v$ is $-0.0018$, so $\epsilon_{\rm tc}$ has a negative eigenvalue near $-570$ (near $-520$ with Perdew-Zunger correlation), although uniform jellium of the same mean density has $\epsilon_{\rm tc}>0$ at this $q$. Its origin can be located. The transformation with $A^{1/2}$ from section 1 turns $J$ and $1-\chi_0f_{\rm xc}$ into symmetric matrices $S_J$ and $S_f$, and $1+\chi v$ into $S_J^{-1}S_f$. The latter has the same eigenvalues as $S_J^{-1/2}S_fS_J^{-1/2}$. As $S_J$ is positive, this matrix has as many negative eigenvalues as $S_f$. The sign therefore comes from $1-\chi_0f_{\rm xc}$.

It follows that $\chi_0f_{\rm xc}$ has an eigenvalue above one, and by section 5 the manuscript's preconditioner would diverge here, while plain mixing with a small positive step converges. I conjecture that the dilute regions are responsible: at 0.62 of the mean density the local $r_s$ is $5/0.62^{1/3}\approx5.9$ bohr, beyond the critical 5.25 bohr.

## 7. Requested changes

The convergence criterion should be stated with the eigenvalues of $1-\chi_0(v+f_{\rm xc})$, and $1/\epsilon_{\rm tc}$ should be withdrawn as the ideal preconditioner. The authors may keep their explanation of charge sloshing, which rests on the term $v\chi_0$ common to both functions. They should also state the scope. With the non-local exchange of hybrid functionals, the potential depends on the density matrix and not only explicitly on the density, so the density Jacobian used here does not carry over unchanged. The main values quoted in this comment can be checked against the numerical output below.

## Computed values

```
Uniform jellium, density wave with q = 0.3 k_F; three densities
r_s (bohr)                                          2            5            6
density n0 (bohr^-3)                         0.029842    0.0019099    0.0011052
k_F (bohr^-1)                                 0.95958      0.38383      0.31986
q (bohr^-1)                                   0.28787      0.11515     0.095958
v (hartree bohr^3)                             151.64       947.73       1364.7
f_xc (hartree bohr^3)                         -3.6539      -24.383      -35.714
chi0 Lindhard (1/(hartree bohr^3))          -0.096493    -0.038597    -0.032164
chi0 from KS solver (same unit)             -0.096493    -0.038597    -0.032164
1 - f_xc chi0 at q (no unit)                  0.64742      0.05888     -0.14872
kappa0/kappa, q to 0 (no unit)                0.64475     0.051736     -0.15744
RPA 1 - v chi0 (no unit)                       15.632        37.58       44.896
J formula (no unit)                            15.279       36.639       43.747
J measured, one SCF pass (no unit)             15.279       36.639       43.747
electron screening measured (no unit)          15.279       36.639       43.747
eps_tc formula (no unit)                         23.6       622.26      -294.16
eps_tc measured (no unit)                        23.6       622.26      -294.16
smallest J over all q (no unit)               0.96347      0.89442      0.86839
true step limit 2/J (no unit)                  0.1309     0.054587     0.045717
believed limit 2/eps_tc (no unit)            0.084745    0.0032141    -0.006799
error factor, step 1.9/J (no unit)               -0.9         -0.9         -0.9
error factor, step 2.1/J (no unit)               -1.1         -1.1         -1.1
error factor, precond 1/eps_tc                0.35257      0.94112       1.1487
error factor, precond 1/RPA                  0.022555     0.025043     0.025586
Steps for error x 1e-6 at r_s = 5 bohr, from measured factors:
  precond 1/eps_tc (steps): 228
  precond 1/RPA (steps): 4
Critical r_s, kappa0/kappa = 0 (bohr): 5.250
Hartree only, r_s = 5 bohr:
  J measured (no unit): 37.5799
  eps_tc measured (no unit): 37.5799
Modulated gas, mean density of r_s = 5 bohr:
  KS potential cos(qz) part (hartree): 0.0150
  KS potential cos(2qz) part (hartree): 0.0050
  lowest density / mean (no unit): 0.621
  highest density / mean (no unit): 1.213
  largest eigenvalue of J (no unit): 35.511
  smallest eigenvalue of J (no unit): 0.886
  smallest eigenvalue of 1 + chi v (no unit): -0.00176
  error factor, step 1.9/largest (no unit): -0.9000
  error factor, step 2.1/largest (no unit): -1.1000
  largest deviation, operator identity: 1.2e-09
  largest deviation, J from chi0, v, f_xc: 1.6e-09
```
